\section*{Principal magnetic susceptibilities of nickelocene as a spin triplet}

\section*{The model and the data}

Nickelocene, Ni(C$_5$H$_5$)$_2$, carries two unpaired electrons. Treat each molecule as an independent spin $S=1$ whose symmetry axis $z$ passes through the centres of both rings. In a magnetic field $\mathbf B$ its spin Hamiltonian is
\begin{equation}
H=D\left(S_z^2-\tfrac23\right)+g\mu_B\,\mathbf B\cdot\mathbf S ,\qquad D>0 .
\end{equation}
The spin operators are dimensionless, $g$ is isotropic, and the electron's magnetic moment is $-g\mu_B\mathbf S$. The model takes the splitting as $D=33.6\ \mathrm{cm^{-1}}$ and uses the round value $g=2.00$; both are inputs, treated as exact in the calculation. Energies are expressed as wavenumbers, so that
\[
\mu_B=0.46686\ \mathrm{cm^{-1}/T},\qquad k=0.69503\ \mathrm{cm^{-1}/K}.
\]

For $N$ molecules per mole with single-molecule partition function $Z$, the molar moment along the field and the zero-field susceptibility are
\begin{equation}
M=NkT\,\frac{\partial\ln Z}{\partial B},\qquad
\chi=\mu_0\left.\frac{\partial M}{\partial B}\right|_{B=0}.
\end{equation}
The difference between the applied field and the field inside the sample is neglected until part (f). Formulas are in SI; numbers are in the customary cgs molar unit, $\mathrm{cm^3/mol}$, obtained from $\mathrm{m^3/mol}$ by multiplying by $10^6/(4\pi)$. In that unit $N\mu_0\mu_B^2$ becomes $0.26074\ \mathrm{cm^3\,cm^{-1}/mol}$. Use the abbreviations
\[
x=\frac{D}{kT},\qquad b=g\mu_BB,\qquad G=\frac{N\mu_0g^2\mu_B^2}{D}.
\]

\section*{Part (a): field along the axis}

\textit{Question.} Find the energy levels for $\mathbf B\parallel z$ and derive $\chi_\parallel(T)$.

\textit{Model answer.} The constant $-2D/3$ shifts all levels equally. It multiplies $Z$ by a factor independent of $B$, which drops out of $\partial\ln Z/\partial B$, so it may be omitted. The eigenstates of $S_z$, written $|0\rangle$ and $|\pm1\rangle$, remain eigenstates in the field, with energies
\[
E_0=0,\qquad E_{\pm1}=D\pm b .
\]
Therefore
\begin{equation}
Z=1+e^{-(D+b)/kT}+e^{-(D-b)/kT}=1+2e^{-x}\cosh\frac{b}{kT}.
\end{equation}

Whenever $Z=Z_0+Z_2B^2+\dots$ for small $B$, we have $\ln Z=\ln Z_0+(Z_2/Z_0)B^2+\dots$. Two derivatives then give
\begin{equation}
\chi=2\mu_0NkT\,\frac{Z_2}{Z_0}. \label{general}
\end{equation}
Here $\cosh u=1+u^2/2+\dots$, so
\[
Z_0=1+2e^{-x},\qquad Z_2=e^{-x}\,\frac{g^2\mu_B^2}{(kT)^2}.
\]
Inserting these, multiplying numerator and denominator by $e^x$, and writing $1/kT=x/D$ gives
\begin{equation}
\chi_\parallel=\frac{N\mu_0g^2\mu_B^2}{kT}\,\frac{2e^{-x}}{1+2e^{-x}}
=G\,\frac{2x}{e^x+2}. \label{par}
\end{equation}
The first form has a direct reading. The fraction $2e^{-x}/(1+2e^{-x})$ is the share of molecules in the excited pair $|\pm1\rangle$. Each of these has a moment $\pm g\mu_B$ that the field can orient, which supplies the factor $1/kT$.

\section*{Part (b): field across the axis}

\textit{Question.} Repeat the calculation for $\mathbf B\parallel x$. Why does the result hold for every direction perpendicular to $z$?

\textit{Model answer.} Define
\[
|s\rangle=\frac{|1\rangle+|{-1}\rangle}{\sqrt2},\qquad
|a\rangle=\frac{|1\rangle-|{-1}\rangle}{\sqrt2}.
\]
For $S=1$, $S_x|0\rangle=(|1\rangle+|{-1}\rangle)/\sqrt2=|s\rangle$ and $S_x|\pm1\rangle=|0\rangle/\sqrt2$. Hence $S_x|s\rangle=|0\rangle$ and $S_x|a\rangle=0$. The state $|a\rangle$ stays at energy $D$, while $|0\rangle$ and $|s\rangle$ are mixed by the matrix
\[
\begin{pmatrix}0&b\\ b&D\end{pmatrix}.
\]
Its eigenvalues satisfy $E(E-D)-b^2=0$, so
\begin{equation}
E_\pm=\frac{D\pm\sqrt{D^2+4b^2}}2 . \label{levels}
\end{equation}
For $b\ll D$, $\sqrt{D^2+4b^2}=D+2b^2/D+\dots$, and thus
\[
E_-=-\frac{b^2}{D}+\dots,\qquad E_+=D+\frac{b^2}{D}+\dots .
\]
Now expand the Boltzmann factors at fixed $T$ to order $b^2$:
\begin{align}
Z&=e^{-x}+e^{-E_-/kT}+e^{-E_+/kT}\nonumber\\
&=e^{-x}+\left(1+\frac{b^2}{DkT}\right)+e^{-x}\left(1-\frac{b^2}{DkT}\right)+\dots\nonumber\\
&=1+2e^{-x}+\frac{b^2}{DkT}\left(1-e^{-x}\right)+\dots
\end{align}
Thus $Z_2=g^2\mu_B^2(1-e^{-x})/(DkT)$, and equation (\ref{general}) gives
\begin{equation}
\chi_\perp=\frac{2N\mu_0g^2\mu_B^2}{D}\,\frac{1-e^{-x}}{1+2e^{-x}}
=G\,\frac{2(e^x-1)}{e^x+2}. \label{perp}
\end{equation}
The factor $kT$ has cancelled: this is the response of induced moments, not the orientation of existing ones. The fraction in the first form is the population of $|0\rangle$ minus that of $|s\rangle$. The subtraction arises because the field pushes the two levels apart, so that their induced moments are opposite.

A rotation about $z$ leaves $S_z^2$ unchanged and turns $S_x$ into any chosen perpendicular component. The levels, and hence $\chi_\perp$, are the same for all these directions.

As an independent test, the thermal average of the spin was computed by diagonalizing the $3\times3$ Hamiltonian in a probe field of 1 mT. It agreed with (\ref{par}) and (\ref{perp}) to a relative accuracy of $10^{-5}$ at 2, 5, 10, 20, 50, 100 and 300 K.

\section*{Part (c): approach to zero temperature}

\textit{Question.} Find both limits as $T\to0$. Then judge the claim that ``only the perpendicular susceptibility stays finite'', and say what changes if $D$ is negative.

\textit{Model answer.} As $T\to0$ with $D>0$, $x\to\infty$. In (\ref{par}) the 2 in the denominator becomes negligible beside $e^x$, and
\begin{equation}
\chi_\parallel\simeq2Gx\,e^{-x}\longrightarrow0,
\end{equation}
because the exponential falls faster than $x$ grows. In (\ref{perp}) the ratio $(e^x-1)/(e^x+2)$ tends to 1, so
\begin{equation}
\chi_\perp\longrightarrow2G=\frac{2N\mu_0g^2\mu_B^2}{D}. \label{limit}
\end{equation}
Zero is a finite number, so the claim is badly worded: neither susceptibility diverges. The correct statement is that only the perpendicular one keeps a \emph{nonzero} limit.

The cause lies in the ground state. Since $S_z|0\rangle=0$, a parallel field neither shifts $|0\rangle$ nor mixes it with another state. A parallel response therefore needs thermally excited molecules, and these disappear as $e^{-x}$. A perpendicular field, by contrast, mixes $|0\rangle$ with $|s\rangle$ and lowers the ground energy by $b^2/D$. The induced moment is
\[
-\frac{\partial}{\partial B}\left(-\frac{g^2\mu_B^2B^2}{D}\right)=\frac{2g^2\mu_B^2B}{D},
\]
which reproduces (\ref{limit}) without any thermal population.

For $D<0$ the formulas still hold, but $x\to-\infty$, $e^x\to0$, and $G$ is negative. Then
\begin{align}
\chi_\parallel&\longrightarrow Gx=\frac{N\mu_0g^2\mu_B^2}{kT},\\
\chi_\perp&\longrightarrow-G=\frac{N\mu_0g^2\mu_B^2}{|D|}.
\end{align}
The ground level is now the pair $|\pm1\rangle$, whose moments point along $z$. The parallel susceptibility diverges, and in this case the original wording would be right as it stands. The sign of $D$ is thus an essential condition.

\section*{Part (d): numbers}

\textit{Question.} Evaluate the nonzero limit, and both susceptibilities at 20 K. Describe their course up to 300 K.

\textit{Model answer.} First,
\[
G=\frac{0.26074\times(2.00)^2}{33.6}=0.03104\ \mathrm{cm^3/mol}.
\]
The limit is
\[
\chi_\perp(T\to0)=2G=0.0621\ \mathrm{cm^3/mol}=7.80\times10^{-7}\ \mathrm{m^3/mol}.
\]
At 20 K,
\[
x=\frac{33.6}{0.69503\times20}=2.417,\qquad e^x=11.214,
\]
and therefore
\begin{align*}
\chi_\parallel&=0.03104\times\frac{2\times2.417}{13.214}=0.01136\ \mathrm{cm^3/mol},\\
\chi_\perp&=0.03104\times\frac{2\times10.214}{13.214}=0.0480\ \mathrm{cm^3/mol}.
\end{align*}
At this temperature 15.1\,\% of the molecules are in the excited pair.

A powder with randomly directed axes has the average $\bar\chi=(\chi_\parallel+2\chi_\perp)/3$, since there are two perpendicular directions. All entries below are in $\mathrm{cm^3/mol}$.
\begin{center}
\begin{tabular}{rccc}
$T$ (K)&$\chi_\parallel$&$\chi_\perp$&$\bar\chi$\\
2&$4.77\times10^{-11}$&0.0621&0.0414\\
5&$3.80\times10^{-5}$&0.0621&0.0414\\
10&$2.35\times10^{-3}$&0.0606&0.0412\\
20&0.0114&0.0480&0.0358\\
50&0.0130&0.0219&0.0189\\
100&0.0083&0.0107&0.0099\\
300&0.0032&0.0034&0.0033
\end{tabular}
\end{center}
The scale is set by $D/k=48.34$ K. Well below it $\chi_\perp$ is flat and $\chi_\parallel$ collapses; well above it the two approach each other. The powder average also levels off at a nonzero value, $4G/3=0.0414\ \mathrm{cm^3/mol}$, so powder data alone do not display the vanishing parallel component.

\section*{Part (e): shape of the curves}

\textit{Question.} For $D>0$, show that $\chi_\perp>\chi_\parallel$ at every temperature, that $\chi_\perp$ falls steadily on heating, and that $\chi_\parallel$ has a single maximum. Locate it, and find the leading departure from Curie's law at high temperature.

\textit{Model answer.} Equations (\ref{par}) and (\ref{perp}) share a denominator, so
\[
\chi_\perp-\chi_\parallel=\frac{2G(e^x-1-x)}{e^x+2}>0,
\]
because $e^x>1+x$ for $x>0$. Next,
\[
\frac{d}{dx}\,\frac{e^x-1}{e^x+2}
=\frac{e^x(e^x+2)-(e^x-1)e^x}{(e^x+2)^2}
=\frac{3e^x}{(e^x+2)^2}>0 .
\]
Heating lowers $x$, hence $\chi_\perp$ falls.

For the parallel component,
\[
\frac{d}{dx}\,\frac{x}{e^x+2}=\frac{e^x+2-xe^x}{(e^x+2)^2},
\]
which vanishes when
\begin{equation}
(x-1)e^x=2 . \label{max}
\end{equation}
The left side has derivative $xe^x>0$ and rises from $-1$ at $x=0$ without bound, so there is one root. The derivative of $x/(e^x+2)$ is positive below the root and negative above it, so the root is a maximum. Put $y=x-1$; then $ye^y=2/e$, which defines the Lambert function, $y=W(2/e)$. Thus
\[
x=1+W(2/e)=1.4631,\qquad T=\frac{48.34\ \mathrm K}{1.4631}=33.0\ \mathrm K .
\]
Equation (\ref{max}) also gives $e^x+2=xe^x$, so the height is $2Ge^{-x}=G(x-1)=0.0144\ \mathrm{cm^3/mol}$. The maximum is a compromise: heating supplies more molecules with a moment along $z$, but makes each of them harder to orient.

At high temperature, $x\ll1$, compare with the Curie susceptibility of a free spin 1,
\[
\chi_C=\frac{2N\mu_0g^2\mu_B^2}{3kT}=\frac{2Gx}{3}.
\]
To first order in $x$,
\begin{align}
\frac{\chi_\parallel}{\chi_C}&=\frac{3}{e^x+2}\simeq\frac{3}{3+x}\simeq1-\frac x3,\\
\frac{\chi_\perp}{\chi_C}&=\frac{3(e^x-1)}{x(e^x+2)}\simeq\frac{3(1+x/2)}{3+x}\simeq1+\frac x6 .
\end{align}
The corrections cancel in the powder average, since $-x/3+2(x/6)=0$. At 300 K, $x=0.161$: the parallel value lies about 5.5\,\% below Curie's law and the perpendicular one about 2.5\,\% above it.

\section*{Part (f): strong fields and a real crystal}

\textit{Question.} (i) What happens at $T=0$ in a field that is not small? (ii) Does a rhombic term $E(S_x^2-S_y^2)$, with $|E|<D$, spoil the zero parallel limit? (iii) How large are the main effects that the model leaves out?

\textit{Model answer.} (i) In a parallel field $|0\rangle$ remains the ground state as long as $D-b>0$, and the moment at $T=0$ is zero. The level $|{-1}\rangle$ crosses it at
\[
B_c=\frac{D}{g\mu_B}=\frac{33.6}{2.00\times0.46686}=36.0\ \mathrm T .
\]
Above $B_c$ each molecule has the full moment $g\mu_B$. In a perpendicular field, (\ref{levels}) gives the ground-state moment
\[
-\frac{\partial E_-}{\partial B}=\frac{2g^2\mu_B^2B}{\sqrt{D^2+4b^2}},
\]
so that
\begin{equation}
\frac{\mu_0M}{B}=\frac{2G}{\sqrt{1+4b^2/D^2}} .
\end{equation}
This ratio lies below $2G$ by 0.15\,\% at 1 T and by 3.65\,\% at 5 T. As $B\to0$ it returns to $2G$, while the parallel ratio is zero throughout $B<B_c$. For $D>0$ the limits $B\to0$ and $T\to0$ may therefore be taken in either order.

(ii) With $S_\pm=S_x\pm iS_y$, the added operator is $S_x^2-S_y^2=(S_+^2+S_-^2)/2$. It changes $S_z$ by two units, so it gives zero on $|0\rangle$ and couples $|1\rangle$ with $|{-1}\rangle$, with matrix element $E$. The excited states become $|s\rangle$ at $D+E$ and $|a\rangle$ at $D-E$. The ground state is still $|0\rangle$ and $S_z|0\rangle=0$ still holds, so the parallel limit remains zero. Since $S_x|0\rangle=|s\rangle$ and $S_y|0\rangle=-i|a\rangle$, the ground energy falls by $b^2/(D+E)$ for a field along $x$ and by $b^2/(D-E)$ along $y$. The perpendicular limit splits:
\begin{equation}
\chi_{x,y}\longrightarrow\frac{2N\mu_0g^2\mu_B^2}{D\pm E}.
\end{equation}
A trial $E=0.5\ \mathrm{cm^{-1}}$ gives 0.0612 and 0.0630 $\mathrm{cm^3/mol}$.

(iii) Consider first the perpendicular limit. It scales as $g^2$, so a trial $g=2.05$ raises it by 5.1\,\%. Coupling between molecules can be estimated in mean field by adding $-zJ\langle\mathbf S\rangle\cdot\mathbf S$, where $z$ now counts neighbours and $J>0$ is ferromagnetic. With $m=-\langle S_x\rangle$, the energy $b$ is replaced by $b+zJm$. At low temperature and in a weak field $m=(2/D)(b+zJm)$, hence
\begin{equation}
m=\frac{2b}{D}\,\frac{1}{1-2zJ/D}.
\end{equation}
This holds for $2|zJ|<D$. Beyond that bound the mean-field ground state orders spontaneously: uniformly for $J>0$ and, on a lattice of two sublattices, in a staggered pattern for $J<0$. The formula then no longer applies. A trial $zJ=-0.5\ \mathrm{cm^{-1}}$ lowers the limit by 2.9\,\%. With a rough molar volume of $130\ \mathrm{cm^3/mol}$, the dimensionless volume susceptibility is $4\pi\times0.0621/130=6.0\times10^{-3}$. A demagnetizing factor lies between 0 and 1, so the demagnetizing correction is at most about 0.6\,\%.

The vanishing parallel component is far more delicate. In linear response, a field at angle $\theta$ to the axis has components $B\cos\theta$ and $B\sin\theta$. Projecting the resulting moment back on the field gives
\begin{equation}
\chi(\theta)=\chi_\parallel\cos^2\theta+\chi_\perp\sin^2\theta .
\end{equation}
At 2 K a tilt of $3^\circ$ produces an apparent parallel value of $1.7\times10^{-4}\ \mathrm{cm^3/mol}$, compared with the true $4.8\times10^{-11}$. If a crystal contains molecules with differently directed axes, no single field direction removes this contribution for all of them. For two equally common axes at an angle $\phi\le90^\circ$, the smallest value occurs along their bisector and equals $\chi_\parallel\cos^2(\phi/2)+\chi_\perp\sin^2(\phi/2)$; for $\phi=60^\circ$ this is $0.0155\ \mathrm{cm^3/mol}$ at 2 K, a quarter of $\chi_\perp$.

Closed-shell diamagnetism, which is negative, and field-induced orbital paramagnetism, which is positive, are also outside the spin model. Taking $10^{-4}\ \mathrm{cm^3/mol}$ as a rough magnitude for this background, it is only 0.16\,\% of the perpendicular limit, but it equals $\chi_\parallel$ at 5.6 K and exceeds it below. The zero limit thus belongs to the spin susceptibility of an aligned molecule; the total parallel susceptibility of a sample can settle at a small value of either sign.

The parameters suit the real molecule in kind: a triplet with positive $D$ of some tens of wavenumbers and $g$ near 2. Of the trial changes made above at fixed $D$, that in $g$ moves the perpendicular limit most, from $0.062$ to $0.065\ \mathrm{cm^3/mol}$. With $D$ held at $33.6\ \mathrm{cm^{-1}}$, the round $g$ therefore supports only a rough value for the real substance, between about $0.06$ and $0.07\ \mathrm{cm^3/mol}$ if $g$ lies between about 1.97 and 2.12. The limit also scales as $1/D$, so any error in $D$ adds to this uncertainty: a $D$ smaller by 10\,\% would raise the limit by 11\,\%. If $g$ differs along and across the axis, it is the value across the axis that enters this limit. The further digits above describe the model. They can be compared with the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D = 33.6 cm^-1; g = 2.00 (round model value)
Bohr magneton = 0.46686 cm^-1/T
Boltzmann constant = 0.69503 cm^-1/K
D/k = 48.34 K
N mu0 muB^2/(4 pi) = 0.26074 cm^3 cm^-1/mol
G = 0.03104 cm^3/mol
At 20 K: x = 2.4171, exp(x) = 11.2138
At 20 K: excited fraction = 0.1514
T (K), chi_par, chi_perp, powder average (cm^3/mol):
   2  4.7724e-11  0.06208  0.04139
   5  3.7954e-05  0.06207  0.04139
  10  2.3493e-03  0.06062  0.04120
  20  1.1356e-02  0.04799  0.03578
  50  1.2965e-02  0.02185  0.01889
 100  8.2868e-03  0.01066  0.00987
 300  3.1510e-03  0.00342  0.00333
Limit T -> 0 of chi_perp = 0.06208 cm^3/mol
Same limit in SI = 7.8014e-07 m^3/mol
Limit T -> 0 of powder average = 0.04139 cm^3/mol
chi_par by diagonalization, 0.5 K = 6.14e-42 cm^3/mol
chi_par maximum: x = 1.4631, T = 33.04 K
chi_par maximum value = 0.01437 cm^3/mol
Parallel level-crossing field = 35.98 T
Relative shift, probe field 1 to 0.5 mT, 2 K = 1.2e-09
Neglected effects (changes refer to chi_perp at T -> 0):
Field of 1 T: M/B changes by -0.15 %
Field of 5 T: M/B changes by -3.65 %
Trial g = 2.05: change 5.06 %
Trial E = 0.5 cm^-1: chi_x = 0.06117 cm^3/mol
Trial E = 0.5 cm^-1: chi_y = 0.06302 cm^3/mol
Trial zJ = -0.5 cm^-1: change -2.89 %
Tilt of 3 deg, 2 K: apparent chi_par = 1.70e-04 cm^3/mol
Rough molar volume = 130 cm^3/mol
Volume susceptibility (SI, no unit) = 6.0e-03
Rough background magnitude = 1e-04 cm^3/mol
Background / chi_perp limit = 0.16 %
chi_par equals background magnitude at 5.6 K
\end{verbatim}
